\section*{Two Holes on a Double Acceptor: Six States, Not One Singlet}

\section{A pair that cannot be a singlet}

Let an acceptor bind a hole in a level with four states $|m\rangle$, $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, that transform under rotations like angular momentum $J=\tfrac32$. Put one hole in $m=\tfrac32$ and a second in $m=\tfrac12$. The states differ, so the antisymmetric product
\begin{equation}
D(\tfrac32,\tfrac12)=\frac{1}{\sqrt2}\Big(|\tfrac32\rangle|\tfrac12\rangle-|\tfrac12\rangle|\tfrac32\rangle\Big)
\end{equation}
is allowed. Its total projection is $M=2$, whereas a state of total angular momentum zero has $M=0$. This one allowed pair refutes the claim that two holes in a $1s$ acceptor level must form a singlet, as two electrons do in the $1s$ level of helium.

The whole list is short. Choosing two different states out of four gives $4\cdot3/2=6$ determinants:
\begin{equation}
\begin{array}{c|c}
M & \text{determinants}\\ \hline
2 & D(\tfrac32,\tfrac12)\\
1 & D(\tfrac32,-\tfrac12)\\
0 & D(\tfrac32,-\tfrac32),\; D(\tfrac12,-\tfrac12)\\
-1 & D(\tfrac12,-\tfrac32)\\
-2 & D(-\tfrac12,-\tfrac32)
\end{array}
\end{equation}
The highest projection, 2, requires a multiplet with total angular momentum 2, which uses one state from each row. One state with $M=0$ remains, and it has total angular momentum 0.

To find it, use $J_+|\tfrac12\rangle=\sqrt3\,|\tfrac32\rangle$, $J_+|-\tfrac12\rangle=2|\tfrac12\rangle$ and $J_+|-\tfrac32\rangle=\sqrt3\,|-\tfrac12\rangle$. Since $D(\tfrac12,\tfrac12)=0$,
\begin{equation}
J_+D(\tfrac32,-\tfrac32)=\sqrt3\,D(\tfrac32,-\tfrac12),\qquad
J_+D(\tfrac12,-\tfrac12)=\sqrt3\,D(\tfrac32,-\tfrac12).
\end{equation}
The difference is annihilated by $J_+$ and is the singlet; the sum belongs to the quintet:
\begin{equation}
\frac{D(\tfrac32,-\tfrac32)-D(\tfrac12,-\tfrac12)}{\sqrt2}\;(\text{singlet}),\qquad
\frac{D(\tfrac32,-\tfrac32)+D(\tfrac12,-\tfrac12)}{\sqrt2}\;(\text{quintet}).
\end{equation}
A determinant built like that of helium, with both holes in a time-reversed pair such as $m=\pm\tfrac12$, is therefore half singlet and half quintet. It is not an eigenstate if the two multiplets have different energies.

The helium argument fails at the count of internal states. An electron in a $1s$ orbital has two spin states, which leaves one antisymmetric pair. A hole at the top of the valence band of unstrained germanium has four.

\section{The statement in a tetrahedral crystal}

Consider a neutral double acceptor on a lattice site of symmetry $T_d$, without strain. Its single-hole ground level is the quartet $\Gamma_8$, whose envelope is mainly $1s$. Two holes in this quartet have six antisymmetric states, which form
\begin{equation}
A_1+E+T_2 ,
\end{equation}
a singlet, a doublet and a triplet. These names count degeneracy; they are not spin multiplicities.

The proof uses the character of an antisymmetrized pair,
\begin{equation}
\chi_{\rm anti}(g)=\tfrac12\left[\chi(g)^2-\chi(g^2)\right],\qquad
\chi(\theta)=\frac{\sin 2\theta}{\sin(\theta/2)},
\end{equation}
where $\chi(\theta)$ is the $J=\tfrac32$ character of a rotation by $\theta$. An improper operation is a rotation times inversion. The sign that inversion gives to one hole appears twice for a pair and cancels, so $S_4$ and $\sigma_d$ may be replaced by rotations through $90^\circ$ and $180^\circ$. For the square of a $180^\circ$ rotation, $\chi(360^\circ)=-4$. Hence
\begin{equation}
\begin{array}{c|ccccc}
 & E & 8C_3 & 3C_2 & 6S_4 & 6\sigma_d\\ \hline
\chi(g) & 4&-1&0&0&0\\
\chi(g^2)&4&1&-4&0&-4\\
\chi_{\rm anti}&6&0&2&0&2
\end{array}
\end{equation}
Projection on the characters of $T_d$ gives
\begin{align}
n(A_1)&=\tfrac1{24}(6+3\cdot2+6\cdot2)=1,\\
n(E)&=\tfrac1{24}(6\cdot2+3\cdot2\cdot2)=1,\\
n(T_2)&=\tfrac1{24}(6\cdot3-3\cdot2+6\cdot2)=1 .
\end{align}
The dimensions $1+2+3$ exhaust the six states. The singlet of the spherical case becomes $A_1$, and the quintet divides into $E+T_2$.

\section{Energies from the hole--hole repulsion}

Symmetry permits three energies but does not order them. To leading order, keep both holes in the quartet and take the matrix of their screened repulsion $w=e^2/(4\pi\varepsilon_0\varepsilon|\mathbf r-\mathbf r'|)$.

\subsection{Five quadrupole matrices}

In the order $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, let $\tau$ be Pauli matrices that act between the first two and last two states, and $\sigma$ those that act within each pair. Define
\begin{align}
\Gamma_1&=J_z^2-\tfrac54=\tau_z\sigma_z, &
\Gamma_2&=\frac{J_x^2-J_y^2}{\sqrt3}=\tau_x,\\
\Gamma_3&=\frac{J_yJ_z+J_zJ_y}{\sqrt3}=\tau_z\sigma_y, &
\Gamma_4&=\frac{J_zJ_x+J_xJ_z}{\sqrt3}=\tau_z\sigma_x,\\
\Gamma_5&=\frac{J_xJ_y+J_yJ_x}{\sqrt3}=\tau_y .
\end{align}
The first two transform as $E$, the other three as $T_2$. The Pauli forms show that each squares to one and that different ones anticommute.

Let $T=e^{-i\pi J_y}=-i\tau_x\sigma_y$. It is real and antisymmetric, and it gives $TJ_i^{\mathsf T}T^{-1}=-J_i$. The $\Gamma_a$ are symmetrized products of two $J$'s, so the two signs cancel:
\begin{equation}
T\Gamma_a^{\mathsf T}T^{-1}=\Gamma_a,\qquad\text{or}\qquad T\Gamma_a^{\mathsf T}=\Gamma_aT .
\label{eq:tr}
\end{equation}

\subsection{The density of the quartet}

Let $\psi_i(\mathbf r)$ be the four-component hole functions and $\rho_{ij}=\psi_i^\dagger\psi_j$. Time reversal $\Theta$ acts as $\Theta\psi_j=\sum_i\psi_iT_{ij}$. Being antiunitary, it also gives $(\Theta\psi_i)^\dagger(\Theta\psi_j)=\rho_{ij}^*=\rho_{ji}$. Together these read $T^\dagger\rho T=\rho^{\mathsf T}$, or $\rho=T\rho^{\mathsf T}T^{-1}$.

The sixteen Hermitian $4\times4$ matrices are spanned by $1$, the five $\Gamma_a$, and the ten products $i\Gamma_a\Gamma_b$ with $a<b$. By (\ref{eq:tr}), a product obeys
\begin{equation}
T(i\Gamma_a\Gamma_b)^{\mathsf T}T^{-1}=i\Gamma_b\Gamma_a=-i\Gamma_a\Gamma_b,
\end{equation}
which has the wrong sign. The ten products drop out, and
\begin{equation}
\rho_{ij}(\mathbf r)=\rho_0(\mathbf r)\,\delta_{ij}+\sum_{a=1}^5\rho_a(\mathbf r)\,(\Gamma_a)_{ij}.
\end{equation}
Here $\rho_0$ is the mean density, of symmetry $A_1$, and $\rho_a$ are quadrupole densities of symmetry $E$ or $T_2$. Coulomb integrals between different symmetries, or between different partners of one symmetry, vanish. What remains is
\begin{equation}
V=U_0+\sum_aU_a\,\Gamma_a\otimes\Gamma_a,\qquad
U_a=\iint\rho_a(\mathbf r)\,w\,\rho_a(\mathbf r')\,d^3r\,d^3r',
\end{equation}
with $U_1=U_2=U_E$ and $U_3=U_4=U_5=U_T$; $U_0$ is the same integral for $\rho_0$. In Fourier space $U_a$ is a positive constant times $\int|\rho_a(\mathbf k)|^2k^{-2}d^3k$, so it is positive unless $\rho_a$ vanishes.

\subsection{Action on the six states}

Write a pair state as $\sum_{ij}M_{ij}|i\rangle|j\rangle$. Antisymmetry means $M^{\mathsf T}=-M$, and $A\otimes B$ turns $M$ into $AMB^{\mathsf T}$. The matrix $T$ is antisymmetric, and so is $\Gamma_bT$, because $(\Gamma_bT)^{\mathsf T}=-T\Gamma_b^{\mathsf T}=-\Gamma_bT$. Since $\mathrm{Tr}\,\Gamma_a=0$ and $\mathrm{Tr}\,\Gamma_a\Gamma_b=4\delta_{ab}$, the six matrices $\tfrac12T$ and $\tfrac12\Gamma_bT$ are orthonormal. They are the $A_1$ state, the two $E$ states ($b=1,2$) and the three $T_2$ states ($b=3,4,5$).

From (\ref{eq:tr}) and $\Gamma_a^2=1$,
\begin{align}
\Gamma_aT\Gamma_a^{\mathsf T}&=\Gamma_a\Gamma_aT=T,\\
\Gamma_a(\Gamma_bT)\Gamma_a^{\mathsf T}&=\Gamma_a\Gamma_b\Gamma_aT=
\begin{cases}+\Gamma_bT,&a=b,\\-\Gamma_bT,&a\ne b.\end{cases}
\end{align}
The $A_1$ state collects every $U_a$ with a plus sign. An $E$ state collects $U_E-U_E-3U_T$, and a $T_2$ state collects $-2U_E+U_T-2U_T$. Therefore
\begin{align}
E(A_1)&=U_0+2U_E+3U_T,\\
E(E)&=U_0-3U_T,\\
E(T_2)&=U_0-2U_E-U_T .
\end{align}
The separations are
\begin{align}
E(A_1)-E(E)&=2U_E+6U_T,\\
E(A_1)-E(T_2)&=4(U_E+U_T),\\
E(T_2)-E(E)&=2(U_T-U_E).
\end{align}
At this order the singlet is the highest level, not the ground state. In it $\langle\Gamma_a\otimes\Gamma_a\rangle=+1$ for all five quadrupoles: the two holes have like-signed quadrupoles, which raises their repulsion. In each of the other basis states one of the five products is $+1$ and four are $-1$, and the energy falls below $U_0$.

\subsection{Two limits}

If the band is isotropic, $U_E=U_T=U$. Then $E$ and $T_2$ merge into the quintet, and the singlet lies $8U$ above it.

If the kinetic energy does not couple the four internal states, $\psi_i=f(r)\chi_i$ with constant orthonormal $\chi_i$. Then $\rho_{ij}=|f|^2\delta_{ij}$ and every $U_a$ with $a\ge1$ is zero. All six states have the ground-state energy of helium, rescaled for the hole's mass and the dielectric constant, but there are still six of them. Pauli's principle sets the number of states; band coupling separates them.

\section{A double acceptor in germanium}

The hole energy, counted positive into the valence band, is taken from the four-band Luttinger Hamiltonian
\begin{multline}
H=\frac{\hbar^2}{2m_0}\Big[(\gamma_1+\tfrac52\gamma_2)k^2-2\gamma_2\sum_ik_i^2J_i^2\\
-2\gamma_3\sum_{i<j}k_ik_j(J_iJ_j+J_jJ_i)\Big]-\frac{2e^2}{4\pi\varepsilon_0\varepsilon r},
\end{multline}
with the model inputs $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$ and $\varepsilon=15.5$, chosen to resemble germanium. The quartet is found in the mean field of the second hole, with $s$ and $d$ envelopes. The $d$ part has weight 0.28, and the rms radius is 5.9 nm. The three integrals are
\begin{equation}
U_0=19.0,\qquad U_E=0.090,\qquad U_T=0.165\ \text{meV}.
\end{equation}
The separations follow:
\begin{align}
E(A_1)-E(E)&=2(0.090)+6(0.165)=1.17\ \text{meV},\\
E(T_2)-E(E)&=2(0.165-0.090)=0.15\ \text{meV}.
\end{align}
Direct diagonalization of the repulsion among the six determinants was tested against the three formulas and agrees. The large $U_0$ shifts all six levels alike and drops out of the splittings. These values belong to the $s,d$ basis. With even envelopes up to $l=6$ they become $U_0=19.6$, $U_E=0.061$ and $U_T=0.209$ meV, and the two separations 1.38 and 0.30 meV.

The doublet lies below the triplet because $U_T>U_E$. With $\gamma_2$ and $\gamma_3$ interchanged the order reverses, and the triplet is lower by 0.14 meV (0.30 meV with envelopes up to $l=6$). With both replaced by $(2\gamma_2+3\gamma_3)/5$, the two levels coincide and the singlet lies 1.04 meV above them.

Correlation lets the holes leave the quartet. A configuration-interaction calculation with $s$, $p$ and $d$ envelopes lowers $A_1$, $E$ and $T_2$ by 0.45, 0.32 and 0.34 meV. The singlet gains most, but too little to change the order: $E$, $T_2$ and $A_1$ lie at 0, 0.14 and 1.05 meV.

The small interval is less certain than the large one. In a smaller basis, $g$ envelopes widen the first-order $T_2$--$E$ interval by $0.039+0.089=0.13$ meV, nearly its own size. They widen the $A_1$--$E$ interval by 0.15 meV, while $f$ envelopes narrow the correlated one by 0.07 meV. Within this model the order survives these shifts, but the $s,p,d$ value of the $T_2$--$E$ interval is about half of what a larger basis gives: at first order it settles near 0.30 meV once $l=4$ and $l=6$ are included.

\section{When the helium picture returns}

Strain along $[001]$, of the sign that lowers $m=\pm\tfrac12$, adds $\tfrac12\Delta\,\Gamma_1$ for each hole and splits the quartet into two Kramers doublets separated by $\Delta>0$. On a pair state it gives $\tfrac12\Delta(\Gamma_1M+M\Gamma_1^{\mathsf T})$, so by (\ref{eq:tr})
\begin{equation}
T\to\Delta\,\Gamma_1T,\qquad \Gamma_1T\to\Delta\,T,\qquad
\Gamma_bT\to\tfrac12\Delta(\Gamma_1\Gamma_b+\Gamma_b\Gamma_1)T=0\quad(b\neq1).
\end{equation}
Only $A_1$ and one $E$ state mix. With $\delta=\tfrac12[E(A_1)-E(E)]$, their matrix is
\begin{equation}
\frac{E(A_1)+E(E)}2+\begin{pmatrix}\delta&\Delta\\ \Delta&-\delta\end{pmatrix}.
\end{equation}
The lower root lies $R=\sqrt{\delta^2+\Delta^2}$ below the mean. The helium-like determinant, with both holes in the lower doublet $m=\pm\tfrac12$, is $(|A_1\rangle-|E_1\rangle)/\sqrt2$. The projector on the lower root is $\tfrac12[1-(\delta s_z+\Delta s_x)/R]$, where $s_x,s_z$ are Pauli matrices in this two-state space. The determinant has $\langle s_z\rangle=0$ and $\langle s_x\rangle=-1$, so its weight in the lower state is
\begin{equation}
P=\frac12\left(1+\frac{\Delta}{\sqrt{\delta^2+\Delta^2}}\right).
\end{equation}
For weak strain $P\to\tfrac12$; for $\Delta\gg\delta$ it tends to one. With the correlated levels, $\delta=0.52$ meV, and for $\Delta=2.0$ meV one finds $R=2.07$ meV and $P=0.98$. The ground state is then single and lies 1.5 meV below the nearest unshifted level. A nearly helium-like pair thus needs a strain splitting well above $\delta$. The formula for $P$ keeps both holes in the quartet, so $\Delta$ must stay well below the next one-hole excitation. That lies at about 14 meV when diffuse $p$ and $f$ envelopes are included; the compact basis used for the pair energies gives 16.6 meV, which is too high.

\section{Comparison with a real acceptor}

Beryllium in germanium is a double acceptor with binding energies of roughly 25 meV for the first hole removed and 60 meV for the second. The Coulomb model gives 18.5 and 38.6 meV with envelopes up to $d$; even envelopes of higher $l$ raise the second value to 40.0 meV and, at first order, the first by about 0.8 meV. One assumption that fails is a pure Coulomb potential near the impurity. A Gaussian well of range 1.0 nm and depth 238 meV, set to bind the second hole by 60 meV, gives 30.5 meV for the first, now somewhat too large. It raises the correlated $A_1$--$E$ separation from 1.05 to 1.61 meV and leaves the order unchanged. With even envelopes up to $l=6$ the required depth is 215 meV, and the first-order separation is 2.0 instead of 1.75 meV. These are model values, not measured splittings.

Two of the other effects left out are the split-off band and lattice relaxation. The second binding energy is 0.21 of the split-off energy, roughly 290 meV, so the four-band model is not a very close approximation at the core; that correction is not computed here. The other effect is lattice relaxation. For a single hole, a strain $u$ over a volume $V$ lowers the energy by about $Du$ and costs about $\tfrac12cVu^2$. The best $u$ is $D/(cV)$, so the gain is about $D^2/(2cV)$, with shear deformation potential $D\approx5$ eV, shear modulus $c\approx67$ GPa and $V$ a sphere of the rms radius. This gives 0.03 meV in order of magnitude. A pair in $E$ or $T_2$ does not gain in this way: within the quartet, strain has no matrix elements inside either level and acts only by mixing in $A_1$. That mixing is not negligible. Call the one-hole gain $E_{\rm r}$. If the five strain modes are fast, second order lowers a pair by $E_{\rm r}\sum_a(\Gamma_a\otimes1+1\otimes\Gamma_a)^2=E_{\rm r}\,(10+2\sum_a\Gamma_a\otimes\Gamma_a)$, which is $20E_{\rm r}$ for $A_1$ and $4E_{\rm r}$ for $E$ and $T_2$. The singlet is favoured by $16E_{\rm r}$, about 0.5 meV for the Coulomb state. With the well, the rms radius is 4.2 nm and the figure is about 1.5 meV, as large as the separation itself; other reasonable choices of $V$ double it. The estimate is crude, but it shows that the rigid-lattice model does not fix the order in a real acceptor, where the singlet can be the lowest level.

At 4 K the thermal energy is 0.34 meV. With the Coulomb-model levels, about 1\% of the pairs are in $A_1$, and the rest are shared about equally by $E$ and $T_2$. With the wider $T_2$--$E$ interval of the larger basis the shares are about 60\% for the doublet and 40\% for the triplet. At this temperature, to call the pair a singlet in the unstrained, rigid-lattice model would thus pick the level that is nearly empty. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
antisymmetric pairs, count of A1 A2 E T1 T2: [1 0 1 0 1]
symmetric pairs, count of A1 A2 E T1 T2: [0 1 0 2 1]
weights of helium-like determinant in A1, E, T2: 0.500, 0.500, 0.000 (fraction)
gamma1, gamma2, gamma3, eps (rough Ge): 13.4 4.2 5.7 15.5
energy unit H*: 8.452 meV
length unit a*: 10.99 nm
virial defect, basis used: 0.19 %
virial defect, basis without tight d functions: 2.60 %
binding of the hole in the singly charged acceptor: 38.6 meV
rms radius of a hole in the neutral acceptor: 5.93 nm
d-envelope weight in the quartet: 0.280 (fraction)
U0: 19.019 meV
UE: 0.0897 meV
UT: 0.1653 meV
first-order repulsion A1, E, T2: 19.694, 18.523, 18.674 meV
first-order levels above the lowest, A1, E, T2: 1.171, 0.000, 0.151 meV
shift by g envelopes, from six-state mean, A1, E, T2: 0.063, -0.089, 0.039 meV
gamma2=gamma3, above the lowest, A1, E, T2: 1.040, 0.000, 0.000 meV
gamma2,gamma3 swapped, above the lowest, A1, E, T2: 0.937, 0.139, 0.000 meV
no band coupling, correlated energy A1, E, T2: -2.8975, -2.8975, -2.8975 H*
first-order total energy A1, E, T2: -55.670, -56.841, -56.690 meV
correlated total energy A1, E, T2: -56.116, -57.164, -57.028 meV
correlation lowering A1, E, T2: 0.445, 0.323, 0.338 meV
correlated levels above the lowest, A1, E, T2: 1.049, 0.000, 0.136 meV
shift by f envelopes, from six-state mean, A1, E, T2: -0.055, 0.014, 0.009 meV
binding of the first hole removed: 18.5 meV
next one-hole excitation in the mean field: 16.6 meV
central-cell well: range: 1.0 nm
central-cell well: depth: 238 meV
central cell: set binding of the second hole: 60 meV
central cell: binding of the first hole removed: 30.5 meV
central cell: UE: 0.1341 meV
central cell: UT: 0.2469 meV
central cell: first-order above lowest, A1, E, T2: 1.749, 0.000, 0.226 meV
central cell: correlated above lowest, A1, E, T2: 1.612, 0.000, 0.209 meV
strain splitting of one hole: 2.0 meV
strained: gap from mixed state to unshifted levels: 1.543 meV
strained: helium-like weight of the mixed state: 0.984 (fraction)
temperature: 4.0 K
thermal energy: 0.345 meV
populations of correlated levels A1, E, T2: 0.012, 0.492, 0.497 (fraction)
split-off energy (rough): 290 meV
second binding / split-off energy: 0.207 (ratio)
shear deformation potential (rough): 5.0 eV
shear modulus (rough): 67 GPa
lattice relaxation, order of magnitude: 0.034 meV
\end{verbatim}
